# Eyre's convex-splitting step for the Cahn-Hilliard equation: energy decay and accuracy

## Definitions and conventions

A binary alloy has atomic fraction $c$ of one component, and $u=c-\tfrac12$. Its free energy in this model is

$$F=\int\Big[-\frac a2u^2+\frac b4u^4+\frac\kappa2|\nabla u|^2\Big]dV,\qquad a,b,\kappa>0 .$$

The local part has minima at $u=\pm u_w$, $u_w=\sqrt{a/b}$: the two phases. With constant mobility $M$, the Cahn-Hilliard equation is $\partial_tu=M\nabla^2\mu$, where $\mu=-au+bu^3-\kappa\nabla^2u$.

On a periodic grid of spacing $h$ in $d$ dimensions, $K$ denotes minus the nearest-neighbour Laplacian, and $\langle v,w\rangle=\sum_iv_iw_i$. Forward differences $D_\alpha$ satisfy $\sum_\alpha\langle D_\alpha v,D_\alpha w\rangle=\langle v,Kw\rangle$ by summation by parts. Hence $K$ is symmetric and non-negative, and it annihilates constants. The discrete energy is

$$E(u)=h^d\Big[-\frac a2\langle u,u\rangle+\frac b4\sum_iu_i^4+\frac\kappa2\langle u,Ku\rangle\Big],$$

and its derivative is $\partial E/\partial u_i=h^d\mu_i$ with $\mu=-au+bu^3+\kappa Ku$; powers act cell by cell. If time stays continuous, $\dot u=-MK\mu$ and $\dot E=h^d\langle\mu,\dot u\rangle=-Mh^d\langle\mu,K\mu\rangle\le0$. The time step should keep this property.

## What goes wrong with explicit Euler

Explicit Euler sets $u^+=u-\Delta t\,MK\mu(u)$. Near $u=0$ the cubic term drops out, and a mode with $K$-eigenvalue $\Lambda$ is multiplied by

$$g=1+\Delta t\,M\Lambda(a-\kappa\Lambda).$$

Modes with $\Lambda<a/\kappa$ grow, as they should: this is spinodal decomposition. Modes with $\Lambda>a/\kappa$ should decay, which requires $g>-1$. The largest eigenvalue, $\Lambda_m=4d/h^2$, belongs to the checkerboard mode (for an even number of cells per side). For $\kappa\Lambda_m>a$ it gives the limit

$$\Delta t^*=\frac{2}{M\Lambda_m(\kappa\Lambda_m-a)} .$$

On a fine grid $\Delta t^*\approx2/(M\kappa\Lambda_m^2)\propto h^4$. Inside a separated phase the local curvature is $-a+3bu_w^2=2a$ instead of $-a$, so the limit there is smaller.

The quartic energy does not rescue the step. On a checkerboard of amplitude $A$, $u^3=A^2u$, and the factor becomes $1+\Delta tM\Lambda_m(a-\kappa\Lambda_m-bA^2)$. Above the limit it is below $-1$ and becomes more negative as $A$ grows, so the growth accelerates.

## Why backward Euler is not the full cure

Taking all of $\mu$ at the new time removes the checkerboard instability. Linearized at $u=0$, however, the matrix to be inverted has eigenvalues $1-\Delta tM\Lambda(a-\kappa\Lambda)$. The product $\Lambda(a-\kappa\Lambda)$ is largest at $\Lambda=a/(2\kappa)$, where it equals $a^2/(4\kappa)$. If the grid has a mode there, an eigenvalue turns negative beyond

$$\tau=\frac{4\kappa}{Ma^2},$$

which is also the growth time of the fastest physical mode. To see what this means, write backward Euler as the stationarity condition, at fixed mean, of

$$\frac{1}{2M\Delta t}\langle v-u,K^{-1}(v-u)\rangle+h^{-d}E(v),$$

with $K^{-1}$ acting on fields of zero mean. Starting from $u=0$, the point $v=0$ is stationary but, for $\Delta t>\tau$, is not a minimum. The quartic term guarantees that a minimum exists elsewhere, so the equations have several solutions. A global minimizer would still lower $E$, but a root finder need not return it.

## Choosing the time level of each term

For a differentiable convex function $p$ and a concave function $q$, the tangent inequalities are

$$p(x)-p(y)\le p'(x)(x-y),\qquad q(x)-q(y)\le q'(y)(x-y).$$

With $x$ new and $y$ old, an upper bound on the energy change needs the convex derivative at the new time and the concave derivative at the old time. Here the quartic and gradient terms are convex, and $-au^2/2$ is concave. Eyre's step is therefore

$$\frac{u^+-u}{\Delta t}=-MK\mu,\qquad \mu=b(u^+)^3+\kappa Ku^+-au .$$

**Solvability.** Consider, for $v$ with the same mean as $u$,

$$J(v)=\frac{\langle v-u,K^{-1}(v-u)\rangle}{2M\Delta t}+\frac b4\sum_iv_i^4+\frac\kappa2\langle v,Kv\rangle-a\langle u,v\rangle .$$

The first term is strictly convex, the next two are convex and the last is linear. The quartic makes $J$ grow at infinity, so there is one minimizer. Stationarity under zero-mean variations reads $K^{-1}(v-u)/(M\Delta t)+\mu=\text{constant}$. Applying $K$ removes the constant and gives the step. Thus $u^+$ exists and is unique for every $\Delta t>0$, and its mean is that of $u$.

**Energy balance.** Let $\delta=u^+-u$. Three identities turn the tangent inequalities into equalities:

$$-\tfrac12\big[(u^+)^2-u^2\big]=-u\delta-\tfrac12\delta^2,$$

$$\tfrac12\langle u^+,Ku^+\rangle-\tfrac12\langle u,Ku\rangle=\langle Ku^+,\delta\rangle-\tfrac12\langle\delta,K\delta\rangle,$$

$$\tfrac14\big[(u^+)^4-u^4\big]=(u^+)^3\delta-\tfrac14\delta^2\big[(u^+ +u)^2+2(u^+)^2\big].$$

The first two follow from inserting $u^+=u+\delta$. For the third, with $x=u^+$ and $y=u$, $4x^3(x-y)-(x^4-y^4)=3x^4-4x^3y+y^4=(x-y)^2(3x^2+2xy+y^2)$, and the last bracket is $(x+y)^2+2x^2$.

Multiply the identities by $a$, $\kappa$ and $b$ and add. The terms linear in $\delta$ combine to $\langle\mu,\delta\rangle$, which the step makes equal to $-M\Delta t\langle\mu,K\mu\rangle$. Therefore

$$\frac{E(u)-E(u^+)}{h^d}=M\Delta t\langle\mu,K\mu\rangle+\frac\kappa2\langle\delta,K\delta\rangle+\frac a2\langle\delta,\delta\rangle+\frac b4\sum_i\delta_i^2\big[(u_i^++u_i)^2+2(u_i^+)^2\big].$$

Every term on the right is non-negative, so $E(u^+)\le E(u)$ for every $\Delta t$ and every $u$, with equality only if $u^+=u$. For small steps the first term approaches the physical dissipation, and the others are smaller by a factor of order $\Delta t$. For large steps this reading fails, because $\mu$ mixes two time levels.

The conditions are visible in the proof. Above the critical temperature $a<0$, the term $\frac a2\langle\delta,\delta\rangle$ is negative, and the quadratic term belongs on the implicit side. Left explicit, it is covered by the gradient term only if $\kappa\Lambda_{\min}\ge|a|$, with $\Lambda_{\min}$ the smallest nonzero eigenvalue of $K$. A positive mobility that depends on the old composition is harmless: $MK$ becomes another symmetric non-negative matrix that annihilates constants. Thermal noise adds a source, and the statement then fails.

## Solving the step

Define the residual $R(x)=x-u+M\Delta t\,K(bx^3+\kappa Kx-au)$. One time step runs as follows.

1. Start from $x=u$.
2. Build $A=I+M\Delta t\,KH$ with $H=3b\,\mathrm{diag}(x^2)+\kappa K$, and solve $Ap=-R(x)$ by sparse factorization.
3. Beginning with $s=1$, halve $s$ until $\|R(x+sp)\|\le(1-10^{-4}s)\|R(x)\|$; then replace $x$ by $x+sp$.
4. Repeat from 2 until $R$ is at roundoff level; then $u^+=x$.

The eigenvalues of $KH$ are those of the symmetric non-negative matrix $K^{1/2}HK^{1/2}$, so those of $A$ are real and at least 1, and the linear system is solvable. Along $p$ the initial derivative of $\tfrac12\|R\|^2$ is $\langle R,Ap\rangle=-\|R\|^2$, so the halving ends. The iteration cannot run away: for bounded $R$, taking the inner product of $K^{-1}R$ with $x-u$ leaves a quartic growth in $x$ that only terms of lower order could balance, so $x$ stays bounded. On that bounded set $A^{-1}$ is bounded too, and $R$ is driven to zero.

Columns of $K$ sum to zero, so $p$ conserves the mean. A remaining residual changes $\langle\mu,\delta\rangle$ by $\langle\mu,R\rangle$, which is why a loose tolerance can spoil the energy law near a stationary state.

## The price: slow growth and wrong wavelengths

Near $u=0$, Eyre's step multiplies a mode by

$$G=\frac{1+\Delta tMa\Lambda}{1+\Delta tM\kappa\Lambda^2}.$$

Expanding the logarithm to second order in $\Delta t$ and factoring the difference of squares gives

$$\frac{\ln G}{\Delta t}\approx M\Lambda(a-\kappa\Lambda)\Big[1-\frac{M\Delta t}2\Lambda(a+\kappa\Lambda)\Big].$$

At $\Lambda=a/(2\kappa)$, $\Lambda(a+\kappa\Lambda)=3a^2/(4\kappa)$, so the growth rate is too small by the fraction $1.5\,\Delta t/\tau$. An error of 1% in the early growth rate needs $\Delta t\approx\tau/150$.

The mode amplified most follows from $dG/d\Lambda=0$. With $P=\Delta tMa$ and $Q=\Delta tM\kappa$, this is $P(1+Q\Lambda^2)=2Q\Lambda(1+P\Lambda)$, or $PQ\Lambda^2+2Q\Lambda-P=0$. The positive root is

$$\Lambda=\frac{\sqrt{1+\Delta tMa^2/\kappa}-1}{\Delta tMa}.$$

For small steps this is the physical $a/(2\kappa)$. For large steps it tends to $(\Delta tM\kappa)^{-1/2}$, a wavelength $2\pi(\Delta tM\kappa)^{1/4}$ set by the step and not by the alloy.

As $\Delta t\to\infty$, the step itself has a limit, $b(u^+)^3+\kappa Ku^+=au+\text{constant}$, and $G\to a/(\kappa\Lambda)$. Time has dropped out: the scheme has become an iterative minimizer, whose progress is counted in steps.

## A worked example

The coefficients come from a regular solution with critical temperature $T_c$, atomic volume $v$ and interaction $\Omega=2k_BT_c$. Its entropy term has the derivative $\ln\frac{1+2u}{1-2u}=4u+\frac{16}3u^3+\dots$, so the free energy per atom is, up to a constant, $k_BT(2u^2+\frac43u^4)-\Omega u^2$. Comparison gives

$$a=\frac{4k_B(T_c-T)}v,\qquad b=\frac{16k_BT}{3v}.$$

For bcc neighbours at distance $r$, the mean neighbour composition is $u+\frac{r^2}6\nabla^2u$. The interaction $-\Omega u\frac{r^2}6\nabla^2u$ becomes $\Omega\frac{r^2}6|\nabla u|^2$ after integration by parts, so $\kappa=\Omega r^2/(3v)$. An ideal solution has local curvature $k_BT/[vc(1-c)]$; requiring diffusivity $D$ there gives $M=Dc(1-c)v/(k_BT)$, taken at $c=\frac12$.

Take $T=800$ K, $T_c=900$ K, $v=0.012$ nm³, $r=0.2498$ nm and $D=0.01$ nm²/s. Then $a=2.872$ eV/nm³, $b=30.64$ eV/nm³, $\kappa=0.2689$ eV/nm, $M=4.352\times10^{-4}$ nm⁵/(eV s) and $u_w=0.306$. The growth time is $\tau=299.5$ s, about five minutes, and the fastest wavelength is $2\pi\sqrt{2\kappa/a}=2.72$ nm.

The domain is an 8 nm square of $32\times32$ cells, $h=0.25$ nm, uniform in the third direction, so energies are per unit length. Here $\Lambda_m=8/h^2=128$ nm⁻² and $\kappa\Lambda_m=34.4$ eV/nm³, so

$$\Delta t^*=\frac2{4.352\times10^{-4}\times128\times(34.4-2.9)}\approx1.14\ \text{s}.$$

Inside the phases the limit is 0.89 s. All runs start from the same zero-mean random noise of amplitude about 0.01, with energy 0.0152 eV/nm.

| $\Delta t/\Delta t^*$ | Euler steps to $\lvert u\rvert>1000$ | Eyre steps | Smallest drop of $E$ in one step (eV/nm) | Final $E$ (eV/nm) |
|---|---|---|---|---|
| 2 | 8 | 20 | $4.4\times10^{-6}$ | $-0.0001$ |
| 40 | 3 | 50 | $6.0\times10^{-5}$ | $-0.687$ |
| 400 | 2 | 20 | $9.2\times10^{-4}$ | $-1.648$ |
| 40000 | 2 | 20 | $2.6\times10^{-3}$ | $-3.057$ |

Explicit Euler diverges in every row, while Eyre's energy falls at every step, with at most six Newton iterations. The final energies belong to different physical times and do not rank the steps by accuracy.

For that, compare the same time, 2277 s. Explicit Euler at $\Delta t^*/2$, which is stable, gives $-0.719$ eV/nm after 4000 steps. Eyre's step gives $-0.687$ at $40\Delta t^*$, a magnitude 4.5% smaller, but $-0.021$ at $400\Delta t^*$, where separation has hardly begun. The growth factors explain why the last figure is so small. In linear theory, which holds until the phases begin to saturate, the fastest mode grows by $e^{2277/299.5}\approx2000$. At $\Delta t=455$ s, $\Delta t/\tau=1.52$ and $G=(1+2\times1.52)/(1+1.52)=1.60$; five steps give this mode a factor of only about 11. The mode that the step favours, near $\Lambda=3$ nm⁻², has $G=1.83$ and gains about 20; modes with $\Lambda$ between 2 and 4 nm⁻² carry about three quarters of the $-0.021$.

The 4.5% gap at $40\Delta t^*$ is small only because both runs are saturating by 2277 s. At 911, 1366 and 1821 s the magnitude of Eyre's energy is smaller than the time-converged one by about 59%, 67% and 37%. The reference itself depends on the grid: with $h$ halved and the same long-wave noise, $-0.719$ becomes about $-0.706$ eV/nm.

At a wavelength of 2.67 nm, Eyre's growth rate is 0.989, 0.81, 0.31 and 0.0045 of the true one for the four steps. The wavelengths amplified most are 2.69, 2.86, 3.65 and 9.73 nm. The first lies below 2.72 nm because the grid has $\Lambda=(4/h^2)\sin^2(\pi h/\lambda)$ for a wave of length $\lambda$ along an axis. The last exceeds the domain, so the first step favours the longest wave that fits.

The final energy in that run can be read. Two uniform phases without interfaces would have $-64\,a^2/(4b)=-4.31$ eV/nm. A flat interface satisfies $\frac\kappa2u'^2=\frac b4(u_w^2-u^2)^2$ and costs

$$\sigma=\int\kappa u'^2dx=\sqrt{\frac{\kappa b}2}\int_{-u_w}^{u_w}(u_w^2-u^2)\,du=\frac43\sqrt{\frac{\kappa b}2}\,u_w^3=0.078\ \text{eV/nm}^2 .$$

One stripe has two interfaces of length 8 nm, which gives $-4.31+1.24=-3.07$ eV/nm. This is the continuum value; on the grid with $h=0.25$ nm a relaxed stripe has $-3.080$ eV/nm, and $-3.069$ with $h$ halved. After 20 steps the field is a single stripe with wavy interfaces, about 0.02 eV/nm above the relaxed grid value, which it reaches after about 80 steps. It is not yet at rest: by the table, its energy still fell by at least $2.6\times10^{-3}$ eV/nm in the last step.

For this example, then, kinetics with 1% error in the early growth rate needs $\Delta t\approx2$ s, less than twice $\Delta t^*$ and about 2.2 times the limit of 0.89 s that governs an explicit run once the phases have separated. The large steps serve here to find low-energy states. Using them for the kinetics of slow late stages would need a separate control of the time error, which is not tested here.

## Beside a real alloy

The parameters are rough values in the regime of iron-chromium ferritic alloys aged near 800 K. The composition $c=\frac12$ is far richer in chromium than common ferritic steels. The model's spinodal ends at $|u|=u_w/\sqrt3=0.177$, or $c=0.32$; at $c=0.25$ the uniform alloy is metastable, and this noise-free equation would not decompose it from small perturbations.

One assumption that clearly breaks is the absence of fluctuations. Take a cube whose edge is half the fastest wavelength, inside a phase of curvature $2a$. Without the gradient energy, its mean composition would have a thermal rms fluctuation of $\sqrt{k_BT/(2aV)}=0.069$, or 23% of $u_w$. The gradient energy couples the cube to its surroundings and lowers this by roughly a fifth, which is still a large fluctuation. Energy decay at every step is thus a property of the model, not of a small volume of real alloy. Other neglected effects are:

- **Free energy:** the full regular solution puts the phases at $|u|=0.276$, 10% below $u_w$.
- **Mobility:** the factor $c(1-c)$ lowers it in the phases to 0.63 of its central value.
- **Strain:** for a rough misfit $\eta=0.006$ per unit composition, Young's modulus $Y=200$ GPa and Poisson ratio $\nu=0.3$, coherency adds curvature $2\eta^2Y/(1-\nu)$, 4.5% of $a$. The growth rate, proportional to $a^2$, falls by about 9%.
- **Temperature:** with a rough activation energy of 2.5 eV, 10 K more raises $D$ by a factor 1.56. Since $1/\tau\propto D(T_c-T)^2/T$, growth speeds up by $1.56\times0.81/1.01\approx1.25$.

Magnetism and short-range order are also left out, and their effect is not estimated here.

Numerical values quoted here were computed with a short program.
